# Building the (ps,ps) repulsion integrals from three s-type quantities

## The problem

Four Gaussian functions sit on centres A, B, C and D with exponents \(a,b,c,d>0\). Those on B and D are s functions, such as \(e^{-b|\mathbf r-\mathbf B|^2}\). Those on A and C are p functions,

\[
p_i(\mathbf r)=(\mathbf r-\mathbf A)_i\,e^{-a|\mathbf r-\mathbf A|^2},\qquad
p_j(\mathbf r)=(\mathbf r-\mathbf C)_j\,e^{-c|\mathbf r-\mathbf C|^2},
\]

with \(i,j=x,y,z\). None is normalised. In charge-cloud notation the functions left of the bar belong to electron 1 and those right of it to electron 2:

\[
(p_is|p_js)=\iint \frac{p_i(\mathbf r_1)\,e^{-b|\mathbf r_1-\mathbf B|^2}\;p_j(\mathbf r_2)\,e^{-d|\mathbf r_2-\mathbf D|^2}}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1\,d^3r_2 .
\]

Atomic units are used. The data are \(a=0.9\), \(b=0.6\), \(c=0.7\), \(d=0.3\) bohr\(^{-2}\) and, in bohr,

\[
\mathbf A=(0,0,0),\quad \mathbf B=(1,0.5,-0.5),\quad \mathbf C=(0,1,1),\quad \mathbf D=(1,2,0).
\]

1. Find \((ss|ss)\), the integral with s functions on all four centres.
2. Express \((p_is|p_js)\) through \((ss|ss)\) and two auxiliary quantities of the same form.
3. Evaluate the nine components.
4. Confirm them by numerically differentiating \((ss|ss)\) with respect to centres.

## Hints

**Hint 1.** A product of two s Gaussians is one s Gaussian at a point between them. The Coulomb factor becomes Gaussian too through \(1/r=(2/\sqrt\pi)\int_0^\infty e^{-u^2r^2}du\).

**Hint 2.** What does \(\partial/\partial A_i\) do to \(e^{-a|\mathbf r-\mathbf A|^2}\)?

**Hint 3.** The s integral depends on A in two places: an exponential prefactor and the argument of a special function. Differentiate each separately.

**Hint 4.** When you differentiate with respect to C, check which vectors from the first differentiation still contain C.

## Solution

### The s-type integral

Let \(p=a+b\) and \(\mathbf P=(a\mathbf A+b\mathbf B)/p\). Completing the square gives

\[
a|\mathbf r-\mathbf A|^2+b|\mathbf r-\mathbf B|^2=p|\mathbf r-\mathbf P|^2+\frac{ab}{p}|\mathbf A-\mathbf B|^2 .
\]

The constant follows from \(p(aA^2+bB^2)-|a\mathbf A+b\mathbf B|^2=ab|\mathbf A-\mathbf B|^2\). Electron 1 therefore has the cloud \(K_{AB}e^{-p|\mathbf r-\mathbf P|^2}\), with \(K_{AB}=e^{-ab|\mathbf A-\mathbf B|^2/p}\). Likewise, electron 2 has \(q=c+d\), \(\mathbf Q=(c\mathbf C+d\mathbf D)/q\) and \(K_{CD}=e^{-cd|\mathbf C-\mathbf D|^2/q}\).

Set \(\mathbf s=\mathbf r_2-\mathbf r_1\), \(\mathbf R=\mathbf Q-\mathbf P\) and \(\rho=pq/(p+q)\). At fixed \(\mathbf s\), the integrand in \(\mathbf r_1\) is a product of Gaussians centred at \(\mathbf P\) and \(\mathbf Q-\mathbf s\). The same square completion gives

\[
\int e^{-p|\mathbf r_1-\mathbf P|^2-q|\mathbf r_1+\mathbf s-\mathbf Q|^2}d^3r_1=\left(\frac{\pi}{p+q}\right)^{3/2}e^{-\rho|\mathbf s-\mathbf R|^2}.
\]

Now insert the Gaussian form of \(1/s\). The integral over \(\mathbf s\) is again of this type:

\[
\int e^{-\rho|\mathbf s-\mathbf R|^2-u^2s^2}d^3s=\left(\frac{\pi}{\rho+u^2}\right)^{3/2}\exp\left(-\frac{\rho u^2}{\rho+u^2}R^2\right).
\]

Substitute \(t^2=u^2/(\rho+u^2)\). Then \(\rho+u^2=\rho/(1-t^2)\) and \(du=\sqrt\rho\,(1-t^2)^{-3/2}dt\), so \((\rho+u^2)^{-3/2}du=dt/\rho\), with \(t\) running from 0 to 1. Collecting factors,

\[
\frac{2}{\sqrt\pi}\,\frac{\pi^3}{(p+q)^{3/2}}\,\frac1\rho=\frac{2\pi^{5/2}}{pq\sqrt{p+q}} .
\]

Hence \((ss|ss)=S_0\), the first member of the family

\[
S_m\equiv[ss|ss]^{(m)}=\frac{2\pi^{5/2}}{pq\sqrt{p+q}}K_{AB}K_{CD}F_m(T),\qquad T=\rho R^2,
\]

\[
F_m(T)=\int_0^1t^{2m}e^{-Tt^2}dt .
\]

The members with \(m\ge1\) are auxiliaries. They are needed because differentiating under the integral sign gives \(dF_m/dT=-F_{m+1}\).

### From s to p on centre A

Since \(\partial_{A_i}e^{-a|\mathbf r-\mathbf A|^2}=2a(\mathbf r-\mathbf A)_ie^{-a|\mathbf r-\mathbf A|^2}\), a p function is \(1/(2a)\) times a centre derivative of an s function. The derivative moves this one function. If another function happens to share its centre, that one stays fixed. Therefore

\[
(p_is|p_js)=\frac{1}{4ac}\frac{\partial^2(ss|ss)}{\partial A_i\,\partial C_j}. \tag{1}
\]

Take the A derivative of \(S_m\) first. The prefactor gives

\[
\frac1{2a}\frac{\partial K_{AB}}{\partial A_i}=-\frac bp(\mathbf A-\mathbf B)_iK_{AB}=(\mathbf P-\mathbf A)_iK_{AB},
\]

because \(\mathbf P-\mathbf A=b(\mathbf B-\mathbf A)/p\). For the Boys function, \(\partial\mathbf P/\partial A_i\) contributes \(a/p\), so \(\partial T/\partial A_i=2\rho(a/p)(\mathbf P-\mathbf Q)_i\) and

\[
\frac1{2a}\frac{\partial F_m}{\partial A_i}=\frac{\rho}{p}(\mathbf Q-\mathbf P)_iF_{m+1}=(\mathbf W-\mathbf P)_iF_{m+1},\qquad \mathbf W=\frac{p\mathbf P+q\mathbf Q}{p+q}.
\]

The last step uses \(\rho/p=q/(p+q)\) and \(\mathbf W-\mathbf P=q(\mathbf Q-\mathbf P)/(p+q)\). Defining the left side below as \((1/2a)\,\partial S_m/\partial A_i\),

\[
(p_is|ss)^{(m)}=(\mathbf P-\mathbf A)_iS_m+(\mathbf W-\mathbf P)_iS_{m+1}. \tag{2}
\]

### From s to p on centre C

Exchanging the roles of the electrons gives

\[
\frac1{2c}\frac{\partial S_m}{\partial C_j}=(\mathbf Q-\mathbf C)_jS_m+(\mathbf W-\mathbf Q)_jS_{m+1}.
\]

Apply \((1/2c)\,\partial/\partial C_j\) to (2) with \(m=0\). The vector \(\mathbf P-\mathbf A\) does not contain C, but \(\mathbf W-\mathbf P\) does, through \(\mathbf Q\):

\[
\frac1{2c}\frac{\partial(\mathbf W-\mathbf P)_i}{\partial C_j}=\frac1{2c}\,\frac{q}{p+q}\,\frac cq\,\delta_{ij}=\frac{\delta_{ij}}{2(p+q)} .
\]

The product rule then gives

\[
\begin{aligned}
(p_is|p_js)={}&(\mathbf P-\mathbf A)_i\left[(\mathbf Q-\mathbf C)_jS_0+(\mathbf W-\mathbf Q)_jS_1\right]\\
&+(\mathbf W-\mathbf P)_i\left[(\mathbf Q-\mathbf C)_jS_1+(\mathbf W-\mathbf Q)_jS_2\right]+\frac{\delta_{ij}}{2(p+q)}S_1 .
\end{aligned}\tag{3}
\]

Two differentiations raise \(m\) by at most two, which is why the list stops at \(S_2\). Grouping by \((\mathbf Q-\mathbf C)_j\) and \((\mathbf W-\mathbf Q)_j\) turns (3) into the Obara–Saika recurrence

\[
(p_is|p_js)=(\mathbf Q-\mathbf C)_j(p_is|ss)^{(0)}+(\mathbf W-\mathbf Q)_j(p_is|ss)^{(1)}+\frac{\delta_{ij}}{2(p+q)}S_1 . \tag{4}
\]

### What the terms mean

Write \((\mathbf r-\mathbf A)_i=(\mathbf P-\mathbf A)_i+(\mathbf r-\mathbf P)_i\). The first part multiplies the Gaussian at P by a constant and gives a spherical cloud with net charge. The second gives a dipolar cloud with none. The same split applies to electron 2. In (3), the \(S_0\) term is then charge with charge, and the two \(S_1\) terms without \(\delta_{ij}\) are charge with dipole. The dipole–dipole part is

\[
\frac{\delta_{ij}}{2(p+q)}S_1+(\mathbf W-\mathbf P)_i(\mathbf W-\mathbf Q)_jS_2
=\frac{\delta_{ij}}{2(p+q)}S_1-\frac{\rho}{p+q}R_iR_jS_2 ,
\]

where \(\mathbf W-\mathbf Q=-p\mathbf R/(p+q)\) supplies the minus sign.

To see its long-range form, integrate \(\frac{d}{dt}(t^{2m+1}e^{-Tt^2})\) from 0 to 1. This gives

\[
F_{m+1}=\frac{(2m+1)F_m-e^{-T}}{2T}. \tag{5}
\]

For large \(T\) the exponential is negligible, so \(S_2\approx3S_1/(2\rho R^2)\). The dipole–dipole part tends to \(\frac{S_1}{2(p+q)}(\delta_{ij}-3R_iR_j/R^2)\), which has the angular form of the interaction between point dipoles.

### Numbers

The exponents give \(p=1.5\), \(q=1.0\) and \(\rho=0.6\) bohr\(^{-2}\). The vectors, in bohr, are

\[
\begin{aligned}
\mathbf P&=(0.40,0.20,-0.20), & \mathbf Q&=(0.30,1.30,0.70), & \mathbf W&=(0.36,0.64,0.16),\\
\mathbf P-\mathbf A&=(0.40,0.20,-0.20), & \mathbf Q-\mathbf C&=(0.30,0.30,-0.30), & &\\
\mathbf W-\mathbf P&=(-0.04,0.44,0.36), & \mathbf W-\mathbf Q&=(0.06,-0.66,-0.54). & &
\end{aligned}
\]

With \(R^2=0.01+1.21+0.81=2.03\) bohr\(^2\), \(T=0.6\times2.03=1.218\). The prefactors are \(K_{AB}=e^{-0.36\times1.5}=0.582748\) and \(K_{CD}=e^{-0.21\times3}=0.532592\). The complete factor in front of \(F_m\) is 4.578454 bohr\(^5\).

Substituting \(y=\sqrt T\,t\) gives \(F_0=\tfrac12\sqrt{\pi/T}\,\mathrm{erf}\sqrt T=0.707791\). Then (5) gives

\[
F_1=\frac{0.707791-e^{-1.218}}{2.436}=0.169117,\qquad
F_2=\frac{3(0.169117)-e^{-1.218}}{2.436}=0.086835 .
\]

Multiplication by the common factor yields

\[
S_0=3.240589,\quad S_1=0.774296,\quad S_2=0.397571\ \text{bohr}^5 .
\]

Equation (2) for \(i=y\) reads, in bohr\(^6\),

\[
\begin{aligned}
(p_ys|ss)^{(0)}&=0.20(3.240589)+0.44(0.774296)=0.98881,\\
(p_ys|ss)^{(1)}&=0.20(0.774296)+0.44(0.397571)=0.32979 .
\end{aligned}
\]

The yy component follows from (4), in bohr\(^7\):

\[
(p_ys|p_ys)=\underbrace{0.30(0.98881)}_{0.29664}\;\underbrace{-\,0.66(0.32979)}_{-0.21766}\;+\underbrace{\frac{0.774296}{2(2.5)}}_{0.15486}=0.23384 .
\]

Omitting the \(\delta_{ij}\) term would leave about one third of the correct value. An off-diagonal component has no such term. For xz, the first-level values are \((p_xs|ss)^{(0)}=1.26526\) and \((p_xs|ss)^{(1)}=0.29382\) bohr\(^6\), so

\[
(p_xs|p_zs)=-0.30(1.26526)-0.54(0.29382)=-0.53824\ \text{bohr}^7 .
\]

The full block, with rows \(i\) and columns \(j\) in the order x, y, z, is

\[
(p_is|p_js)=\begin{pmatrix}0.55207&0.18566&-0.53824\\0.31643&0.23384&-0.47473\\-0.11152&-0.10307&0.27201\end{pmatrix}\text{bohr}^7 .
\]

It is not symmetric. The dipole–dipole part of (3) is symmetric in \(i\) and \(j\), but the other terms are products such as \((\mathbf P-\mathbf A)_i(\mathbf Q-\mathbf C)_j\), built from \(\mathbf P-\mathbf A\), \(\mathbf Q-\mathbf C\) and multiples of \(\mathbf R\). Such a product is symmetric when its two vectors are parallel, as for four collinear centres. Here no two of the three vectors are parallel.

### Verification by differentiation

Let \(S_{\sigma\tau}\) be \((ss|ss)\) with \(A_i\) shifted by \(\sigma h\) and \(C_j\) by \(\tau h\), where \(\sigma,\tau=\pm\). In the combination \(S_{++}-S_{+-}-S_{-+}+S_{--}\), Taylor terms even in either shift cancel. What remains gives

\[
D(h)=\frac{S_{++}-S_{+-}-S_{-+}+S_{--}}{4h^2\,(4ac)}
=(p_is|p_js)+\frac{h^2}{6}\,\frac{\partial_{A_i}^3\partial_{C_j}S_0+\partial_{A_i}\partial_{C_j}^3S_0}{4ac}+O(h^4).
\]

Only \(F_0\) enters \(D(h)\), so the recurrence is checked without using \(F_1\) or \(F_2\). For yy and \(h=0.01\) bohr,

\[
D=\frac{3.2647479453-3.2517181915-3.2290352713+3.2162412171}{4(0.01)^2\times2.52}=0.23383\ \text{bohr}^7 .
\]

This lies \(1.1\times10^{-5}\) bohr\(^7\) below the recurrence value. The largest deviation from the recurrence among all nine components depends on the step as follows.

| \(h\) (bohr) | largest deviation (bohr\(^7\)) |
|---|---|
| \(10^{-1}\) | \(3.1\times10^{-3}\) |
| \(10^{-2}\) | \(3.1\times10^{-5}\) |
| \(10^{-3}\) | \(3.1\times10^{-7}\) |
| \(10^{-4}\) | \(8.1\times10^{-9}\) |
| \(10^{-5}\) | \(1.3\times10^{-6}\) |
| \(10^{-6}\) | \(1.8\times10^{-4}\) |

The first three rows fall by 100 per decade, as the \(h^2\) term requires. For smaller steps rounding takes over: an error of up to \(\varepsilon\) in each of the four integrals can change \(D\) by as much as \(\varepsilon/(4ac\,h^2)\), which grows as the step shrinks. With \(\varepsilon\approx4.4\times10^{-16}\) bohr\(^5\), the spacing of double-precision numbers near 3.2, this bound is \(1.8\times10^{-4}\) bohr\(^7\) at \(h=10^{-6}\) bohr. The last three rows depend on how the rounding falls in a particular calculation and can change by a factor of up to about four.

A better remedy than a tiny step is to cancel the \(h^2\) term. The combination \([4D(h/2)-D(h)]/3\) keeps the derivative, since \((4-1)/3=1\), and removes the \(h^2\) term of the error, since \(4(h/2)^2-h^2=0\). With \(h=0.01\) bohr, it agrees with the recurrence to \(2.4\times10^{-10}\) bohr\(^7\) in every component.

This comparison has a blind spot. A wrong overall factor in front of the formula for \((ss|ss)\) would spoil both sides equally. The numerical check therefore also integrates the six-dimensional definition directly, without Boys functions, and finds the same block.

## Variation 1: all four centres coincide

**Question.** What remains of the block when A, B, C and D are the same point?

**Solution.** All four difference vectors in (3) vanish, so only the \(\delta_{ij}\) term survives. Here \(T=0\), \(K_{AB}=K_{CD}=1\) and \(F_1(0)=\int_0^1t^2dt=1/3\). Hence

\[
(p_is|p_js)=\frac{\delta_{ij}}{2(p+q)}\,\frac{2\pi^{5/2}}{pq\sqrt{p+q}}\,\frac13=\frac{\pi^{5/2}}{3pq(p+q)^{3/2}}\,\delta_{ij}.
\]

For the exponents above, each diagonal element is 0.98345 bohr\(^7\). Off-diagonal elements vanish by symmetry: reflecting both electrons in the plane \(x=0\) through the common centre reverses \(p_x\) but not \(p_y\) or \(p_z\), which removes the xy, yx, xz and zx elements; the plane \(y=0\) removes yz and zy in the same way.

Formula (5) cannot be used here. At \(T=0\) it reads \(0/0\), and at small \(T\) it divides a small difference of nearly equal numbers by \(2T\), magnifying their rounding errors. Expanding the exponential in the definition gives an alternative that is safe at small \(T\) (at large \(T\) its alternating terms grow before they shrink, and digits are lost to cancellation):

\[
F_m(T)=\sum_{k=0}^\infty\frac{(-T)^k}{k!\,(2m+2k+1)} .
\]

## Variation 2: normalised functions

**Question.** Convert the original block to energies for normalised functions.

**Solution.** For an s function, \(\int e^{-2ar^2}d^3r=(\pi/2a)^{3/2}\), so \(N_s(a)=(2a/\pi)^{3/4}\). For a p function, the extra factor \(x^2\) has the Gaussian average \(1/(4a)\), so \(N_p(a)=2\sqrt a\,N_s(a)\). The block is multiplied by

\[
N_p(a)N_s(b)N_p(c)N_s(d)=0.160078\ \text{bohr}^{-8}.
\]

The block, in bohr\(^7\), times this factor has the unit bohr\(^{-1}\), which for a Coulomb interaction between unit charges in atomic units is an energy in hartree. For example,

\[
(p_ys|p_ys)_{\text{norm}}=0.160078\times0.23384=0.03743\ \text{hartree}.
\]

The xz element becomes \(-0.08616\) hartree. A negative value is possible because a p function changes sign, so each cloud is a signed product of two orbitals and not a probability density. The normalised block agrees with the one computed by the pyscf program.

## Computed values

```
exponents a b c d: 0.9 0.6 0.7 0.3 bohr^-2
centre A: 0.0 0.0 0.0 bohr
centre B: 1.0 0.5 -0.5 bohr
centre C: 0.0 1.0 1.0 bohr
centre D: 1.0 2.0 0.0 bohr
p, q, rho: 1.50 1.00 0.60 bohr^-2
P: 0.40 0.20 -0.20 bohr
Q: 0.30 1.30 0.70 bohr
W: 0.36 0.64 0.16 bohr
P-A: 0.40 0.20 -0.20 bohr
Q-C: 0.30 0.30 -0.30 bohr
W-P: -0.04 0.44 0.36 bohr
W-Q: 0.06 -0.66 -0.54 bohr
T = 1.2180 (dimensionless)
K_AB = 0.58274825, K_CD = 0.53259180 (dimensionless)
prefactor including K_AB K_CD = 4.57845416 bohr^5
F_0 F_1 F_2: 0.70779103 0.16911733 0.08683529 (dimensionless)
S0 S1 S2: 3.24058881 0.77429594 0.39757141 bohr^5
(p_i s|ss)^(0), i=x,y,z: 1.26526368 0.98880798 -0.36937122 bohr^6
(p_i s|ss)^(1), i=x,y,z: 0.29381552 0.32979061 -0.01173348 bohr^6
yy term (Q-C)_y (p_y s|ss)^(0) = 0.29664239 bohr^7
yy term (W-Q)_y (p_y s|ss)^(1) = -0.21766180 bohr^7
delta term S1/(2(p+q)) = 0.15485919 bohr^7
recurrence (p_x s|p_j s), j=x,y,z: 0.55206723 0.18566086 -0.53823949 bohr^7
recurrence (p_y s|p_j s), j=x,y,z: 0.31642983 0.23383978 -0.47472932 bohr^7
recurrence (p_z s|p_j s), j=x,y,z: -0.11151538 -0.10306727 0.27200664 bohr^7
(ss|ss), A_y,C_y moved ++ 0.01 bohr: 3.2647479453 bohr^5
(ss|ss), A_y,C_y moved +- 0.01 bohr: 3.2517181915 bohr^5
(ss|ss), A_y,C_y moved -+ 0.01 bohr: 3.2290352713 bohr^5
(ss|ss), A_y,C_y moved -- 0.01 bohr: 3.2162412171 bohr^5
yy difference, h=0.01 bohr: 0.23382900 bohr^7
largest difference error, h=1e-01 bohr: 3.1e-03 bohr^7
largest difference error, h=1e-02 bohr: 3.1e-05 bohr^7
largest difference error, h=1e-03 bohr: 3.1e-07 bohr^7
largest difference error, h=1e-04 bohr: 8.1e-09 bohr^7
largest difference error, h=1e-05 bohr: 1.3e-06 bohr^7
largest difference error, h=1e-06 bohr: 1.8e-04 bohr^7
Richardson 0.01/0.005, row x: 0.55206723 0.18566086 -0.53823949 bohr^7
Richardson 0.01/0.005, row y: 0.31642983 0.23383978 -0.47472932 bohr^7
Richardson 0.01/0.005, row z: -0.11151538 -0.10306727 0.27200664 bohr^7
largest Richardson error: 2.4e-10 bohr^7
largest deviation from direct quadrature: 2.4e-15 bohr^7
coincident centres, xx: 0.98344971 bohr^7
normalisation factor: 0.16007755 bohr^-8
normalised (p_x s|p_j s): 0.08837357 0.02972014 -0.08616006 hartree
normalised (p_y s|p_j s): 0.05065331 0.03743250 -0.07599351 hartree
normalised (p_z s|p_j s): -0.01785111 -0.01649876 0.04354216 hartree
largest deviation from pyscf: 6.8e-16 hartree
```
